# The Axilrod-Teller-Muto angular factor from three dipole tensors around a triangle

Symmetry nearly fixes how three distant, spherically symmetric atoms A, B and C interact beyond their pair energies. Suppose that each pair is coupled once, through a symmetric traceless dipole tensor $D$ that depends on the line joining the two atoms. Because the unperturbed atoms have no preferred direction, the energy must be a scalar linear in each of $D^{AB}$, $D^{BC}$ and $D^{CA}$. Their six indices must therefore be contracted in pairs. Contracting a tensor with itself gives zero, and contracting two tensors fully with each other leaves the third to be contracted with itself. What remains is the closed loop

$$E_3=K\,\mathrm{Tr}\left(D^{AB}D^{BC}D^{CA}\right).$$

In atomic units, used throughout, a polarizability $\alpha$ is a volume and $D$ an inverse volume. The constant $K$ is thus an energy times three polarizabilities, and $E_3$ falls as the inverse ninth power of the size of the triangle. The sign and value of $K$ require perturbation theory; the dependence on shape requires the trace.

**The coupling.** Let charges $q$ sit at displacements $\mathbf x$ from the centre of A and charges $q'$ at displacements $\mathbf y$ from the centre of B, with $\mathbf R$ pointing from A to B. Their Coulomb energy is $\sum qq'/|\mathbf R+\mathbf y-\mathbf x|$. Both atoms are neutral, so the first surviving term of the Taylor series is linear in $\mathbf x$ and in $\mathbf y$:

$$V_{AB}=-\sum qq'(\mathbf x\cdot\nabla)(\mathbf y\cdot\nabla)\frac1R=\sum_{ij}\mu^A_iD^{AB}_{ij}\mu^B_j .$$

Since $\partial_i\partial_j(1/R)=-\delta_{ij}/R^3+3R_iR_j/R^5$,

$$D^{AB}_{ij}=-\partial_i\partial_j\frac1R=\frac{\delta_{ij}-3n_in_j}{R^3},\qquad \mathbf n=\frac{\mathbf R}{R}.$$

The tensor is unchanged by $\mathbf n\to-\mathbf n$. This form assumes that the charge clouds do not overlap, that higher multipoles are negligible, and that the distances are short enough for retardation to be ignored.

**Which products survive.** The perturbation is $V=V_{AB}+V_{BC}+V_{CA}$, and each atom has a non-degenerate S ground state. Such a state has no permanent dipole, so $\langle0|V|0\rangle=0$ and the third-order energy reduces to

$$E_3=\sum_{m,n\neq0}\frac{V_{0m}V_{mn}V_{n0}}{(E_0-E_m)(E_0-E_n)} .$$

A dipole operator reverses the parity of the atom on which it acts. Each atom must return to its ground state, so it must be acted on an even number of times. If the three couplings occur $p$, $q$ and $r$ times, then $p+q$, $q+r$ and $r+p$ are all even, which means that $p$, $q$ and $r$ are all even or all odd. In third order $p+q+r=3$, so all are odd and each equals one. Every surviving product contains each side of the triangle once. In second order the sum is two, so one pair is coupled twice: the second-order energy is a sum over pairs, and non-additivity first appears in third order.

**One ordering in full.** Let $V_{AB}$ act first, then $V_{BC}$, then $V_{CA}$. The first coupling excites A and B, with excitation energies $a$ and $b$. The second must return B to its ground state, because no later coupling touches B, and it excites C by $c$. The third returns A and C. The denominators are $-(a+b)$ and $-(a+c)$, whose product is positive.

Each atom contributes two dipole matrix elements. Summed over the magnetic sublevels $M$ of an excited shell, their product is unchanged by rotations and must be proportional to the unit tensor:

$$\sum_M\langle0|\mu_i|aM\rangle\langle aM|\mu_j|0\rangle=m_a^2\,\delta_{ij}.$$

These unit tensors join the indices of neighbouring sides, giving

$$m_a^2m_b^2m_c^2\sum_{ijl}D^{AB}_{ij}D^{BC}_{jl}D^{CA}_{li}=m_a^2m_b^2m_c^2\,\mathrm{Tr}\left(D^{AB}D^{BC}D^{CA}\right).$$

The other orderings give the same trace, because a trace is unchanged by cyclic permutation and, for symmetric matrices, by reversal. Their denominators contain the energy of the first coupled pair and that of the last. Each choice of two different pairs occurs in two orders, so the six orderings add to

$$2\left[\frac1{(a+b)(c+a)}+\frac1{(a+b)(b+c)}+\frac1{(b+c)(c+a)}\right]=\frac{4(a+b+c)}{(a+b)(b+c)(c+a)} .$$

Over the common denominator, the numerator in the bracket is $(b+c)+(c+a)+(a+b)=2(a+b+c)$.

**From levels to polarizabilities.** In a field of frequency $\omega$, first-order time-dependent perturbation theory gives each shell the response $m_a^2[1/(a-\omega)+1/(a+\omega)]=2am_a^2/(a^2-\omega^2)$. At imaginary frequency this becomes

$$\alpha(i\omega)=\sum_a\frac{2a\,m_a^2}{a^2+\omega^2},$$

where the sum includes the continuum. To connect it with the energy, start from $\int_0^\infty d\omega/(a^2+\omega^2)=\pi/(2a)$. Partial fractions give

$$J(a,b)=\int_0^\infty\frac{d\omega}{(a^2+\omega^2)(b^2+\omega^2)}=\frac{\pi}{2(b^2-a^2)}\left(\frac1a-\frac1b\right)=\frac{\pi}{2ab(a+b)} .$$

Splitting the factors in $b$ and $c$ in the same way gives the integral with three factors:

$$\frac{J(a,b)-J(a,c)}{c^2-b^2}=\frac{\pi}{2a(c^2-b^2)}\,\frac{c(a+c)-b(a+b)}{bc(a+b)(a+c)} .$$

The last numerator is $(c-b)(a+b+c)$. Cancelling $c-b$ and multiplying by $abc$,

$$\int_0^\infty\frac{abc\,d\omega}{(a^2+\omega^2)(b^2+\omega^2)(c^2+\omega^2)}=\frac{\pi(a+b+c)}{2(a+b)(b+c)(c+a)} .$$

Equal energies are covered by continuity. The sum over orderings is therefore $8/\pi$ times this integral. The factor 8 supplies the three factors of 2 in the polarizabilities, and

$$E_3=\frac1\pi\,\mathrm{Tr}\left(D^{AB}D^{BC}D^{CA}\right)\int_0^\infty\alpha_A(i\omega)\alpha_B(i\omega)\alpha_C(i\omega)\,d\omega .$$

This fixes $K$. It is positive, because every ground-state polarizability is positive at imaginary frequency. The sign of $E_3$ is the sign of the trace.

**The trace.** Let $\mathbf n_1,\mathbf n_2,\mathbf n_3$ be unit vectors from A to B, from B to C and from C to A, and let $P_i=\mathbf n_i\mathbf n_i$. Multiplying out,

$$\prod_{i=1}^3(1-3P_i)=1-3\sum_iP_i+9(P_1P_2+P_1P_3+P_2P_3)-27P_1P_2P_3 .$$

The unit matrix has trace 3 and each $P_i$ has trace 1. A product of two projectors has trace $(\mathbf n_i\cdot\mathbf n_j)^2$, and the triple product has trace $(\mathbf n_1\cdot\mathbf n_2)(\mathbf n_2\cdot\mathbf n_3)(\mathbf n_3\cdot\mathbf n_1)$. Hence

$$\mathrm{Tr}\prod_i(1-3P_i)=-6+9\sum_{i<j}(\mathbf n_i\cdot\mathbf n_j)^2-27(\mathbf n_1\cdot\mathbf n_2)(\mathbf n_2\cdot\mathbf n_3)(\mathbf n_3\cdot\mathbf n_1).$$

Now let A, B and C also denote the interior angles at the atoms. The angle at B lies between $-\mathbf n_1$, which points back to A, and $\mathbf n_2$. Thus $\mathbf n_1\cdot\mathbf n_2=-\cos B$, and likewise at the other corners. Three minus signs turn the last term into $+27\cos A\cos B\cos C$.

The squares are removed with $A+B+C=\pi$. This gives $\cos C=-\cos(A+B)=\sin A\sin B-\cos A\cos B$, so

$$(\cos C+\cos A\cos B)^2=(1-\cos^2A)(1-\cos^2B).$$

Expanding both sides and cancelling $\cos^2A\cos^2B$ leaves

$$\cos^2A+\cos^2B+\cos^2C=1-2\cos A\cos B\cos C .$$

The angular trace becomes $-6+9-18\cos A\cos B\cos C+27\cos A\cos B\cos C$, which is $3(1+3\cos A\cos B\cos C)$. Restoring the distances,

$$E_3=C_9\,\frac{1+3\cos A\cos B\cos C}{R_{AB}^3R_{BC}^3R_{CA}^3},\qquad C_9=\frac3\pi\int_0^\infty\alpha_A(i\omega)\alpha_B(i\omega)\alpha_C(i\omega)\,d\omega .$$

As a test, three different model atoms with several levels each were treated in their full product space. The third-order sum and the triangle formula both give $6.30846\times10^{-6}$ hartree.

**Signs and shapes.** For an equilateral triangle each cosine is $1/2$ and the factor is $1+3/8=11/8$. For a right-angled triangle it is 1. For three atoms on a line the angles are $0$, $\pi$ and $0$, and the factor is $1-3=-2$. Repulsive here means $E_3>0$: when a triangle of size $L$ is scaled at fixed shape, $E_3\propto L^{-9}$ and $-dE_3/dL=9E_3/L$, so a positive term favours expansion. The pair energies remain attractive, and $E_3$ is a correction to them.

The signs can be read from the couplings. Dipoles perpendicular to the plane of an equilateral triangle have a coupling coefficient $+1/R^3$ on every side, so each pair prefers to be antiparallel. Three dipoles cannot all be antiparallel to one another, and this loop contributes $+1$ to the angular trace; the two in-plane directions supply the remaining $25/8$ of the total $33/8$. On a line, dipoles along the axis have angular coefficient $-2$ for every pair. All three pairs prefer to be parallel, which is possible, and the loop contributes $(-2)^3=-8$. The two transverse directions contribute $+1$ each, and the total of $-6$ is three times the factor $-2$.

To find where the sign changes, let $\gamma$ be the largest angle and $A$, $B$ the other two. Since $\cos(A+B)=-\cos\gamma$,

$$\cos A\cos B=\tfrac12\left[\cos(A-B)-\cos\gamma\right]\le\tfrac12(1-\cos\gamma).$$

If $\gamma$ is acute, the product of all three cosines is at most $\tfrac12\cos\gamma(1-\cos\gamma)\le1/8$, so $11/8$ is the largest possible factor. If $\gamma$ is obtuse, multiplication by the negative $\cos\gamma$ reverses the inequality:

$$1+3\cos A\cos B\cos\gamma\ge1+\tfrac32\cos\gamma(1-\cos\gamma),$$

with equality for the isosceles shape. The right side vanishes when $3\cos^2\gamma-3\cos\gamma-2=0$. The root in the allowed range is $\cos\gamma=(3-\sqrt{33})/6$, or $\gamma=117.22^\circ$. No triangle whose largest angle is smaller than this has a negative $E_3$. Just above it the other angles matter as well: at $\gamma=120^\circ$ the isosceles factor is $-1/8$, whereas it tends to $+1/4$ when one of the other angles tends to zero. For any obtuse $\gamma$, $|A-B|<\pi-\gamma$ gives $\cos A\cos B>-\cos\gamma$, so the factor is less than $1-3\cos^2\gamma$. Every triangle with $\gamma$ above $125.26^\circ$, where this bound vanishes, therefore has a negative $E_3$.

The bound is approached when one angle tends to zero, which describes an atom A far from a close pair B, C. With $A\to0$, $\cos B\to-\cos C$ and the factor becomes $1-3\cos^2\theta$, where $\theta$ is the angle between the pair axis and the direction to A. The triple term is attractive when the direction to A lies within $54.7^\circ$ of the pair axis, on either side, and repulsive when A lies farther from the axis. To leading order in the ratio of the pair length to the distance of A, its average over directions vanishes, because $\cos^2\theta$ averages to $1/3$.

**Three zinc atoms.** Zinc has a closed-shell S ground state, as the derivation requires. Its response was computed with non-relativistic time-dependent Hartree-Fock theory in the def2-TZVP basis with added diffuse s and p functions. The static polarizability is 53.6 bohr³, and a separate finite-field calculation agrees to this precision. The dispersion coefficients are $C_6=424$ hartree bohr⁶ and $C_9=1.668\times10^4$ hartree bohr⁹. Removing the outermost diffuse s and p functions changes $C_9$ by less than 0.01 percent, but the basis is not converged to the digits shown. Adding diffuse d and f functions, or moving to a quadruple-zeta basis with diffuse functions, raises the polarizability to 53.8–54.0 bohr³, $C_6$ by about 2 percent (to 432–434) and $C_9$ by 1 to 1.5 percent (to about $1.69\times10^4$). Electron correlation within the atoms and relativity are left out, so these values illustrate the law and are not reference data for zinc. Both omissions are larger than the basis error. A scalar-relativistic Hamiltonian lowers the polarizability to about 51 bohr³ and $C_9$ by roughly 12 percent, and a second-order (MP2) estimate of correlation among the 3d and 4s electrons lowers the polarizability further, to about 37 bohr³. Since $C_9$ contains three polarizabilities, the value for real zinc is expected to be much smaller than the one used here. The digits shown belong to this method and basis and are kept only so that the arithmetic below can be followed.

The pair energy needed for comparison follows from second order. Since $D$ has eigenvalues $-2/R^3$, $1/R^3$ and $1/R^3$, $\mathrm{Tr}\,D^2=6/R^6$. Using $J(a,b)$ to write $1/(a+b)=(2ab/\pi)J(a,b)$,

$$E_2=-\frac6{R^6}\sum_{ab}\frac{m_a^2m_b^2}{a+b}=-\frac{C_6}{R^6},\qquad C_6=\frac3\pi\int_0^\infty\alpha_A(i\omega)\alpha_B(i\omega)\,d\omega .$$

Take a neighbour spacing $R=15$ bohr. The basic triple energy is

$$\frac{C_9}{R^9}=\frac{1.668\times10^4}{3.844\times10^{10}}\ \text{hartree}=0.434\ \text{microhartree}.$$

In the equilateral triangle this is multiplied by $11/8$, giving $+0.60$ microhartree, or $+16$ microelectronvolts. In the right isosceles triangle the factor is 1, but the long side divides the energy by $(\sqrt2)^3=2.83$, leaving $+0.15$ microhartree. On the line the long side is $2R$, so the energy is multiplied by $-2/8=-1/4$, giving $-0.11$ microhartree, or $-3.0$ microelectronvolts. Although the linear factor is larger in magnitude than the equilateral one, the linear energy is smaller by the ratio $2/11$, because two of the atoms are twice as far apart.

For the equilateral triangle the dipole part of the pair sum is $-3C_6/R^6=-112$ microhartree, so the triple term cancels about 0.5 percent of it. On the line the pair sum is $-75$ microhartree, and the triple term adds about 0.1 percent. At fixed shape the ratio of triple to pair energy varies as $C_9/(C_6R^3)$, so it grows as the atoms approach until overlap, higher multipoles and higher orders invalidate the estimate.

The effect of higher orders can be seen in a model of three identical isotropic oscillators with $\alpha=10$ bohr³ and frequency 0.5 hartree, whose coupled frequencies are found by diagonalization. At a spacing of 20 bohr the full non-additive energy is 0.4 percent smaller in magnitude than the formula for the equilateral triangle and 1.3 percent larger for the line. At 40 bohr the deviations are 0.05 and 0.16 percent. They fall by a factor of about 8 when the distance doubles. This is the expected scaling: parity permits fourth-order terms such as two couplings on each of two sides, which vary as $R^{-12}$ and are therefore smaller than $E_3$ by a factor proportional to $R^{-3}$. For identical oscillators the relative deviation depends only on $\alpha/R^3$. This is 0.00125 in the model at 20 bohr but 0.016 for zinc at 15 bohr, about 13 times larger. Oscillators with zinc's polarizability would therefore deviate at 15 bohr by about 5 percent for the equilateral triangle and by about one sixth for the line, so the zinc triple energies above are third-order dipole estimates, not full non-additive energies. Quadrupoles and higher multipoles are also left out of both the pair and the triple energies. They are not small at this spacing: at the same Hartree-Fock level, with diffuse d and f functions added, the dipole-quadrupole pair term $-C_8/R^8$ is more than a fifth of $-C_6/R^6$ at 15 bohr, far larger than the triple correction. The multipole contributions to the triple energy are not computed here. The numerical output lists the model ratios at 20 and 40 bohr for the equilateral and linear shapes, and the third-order zinc energies for all three shapes.

## Computed values

```
shape: sum cos^2, product of cosines, factor (dimensionless)
  equilateral: 0.7500, 0.1250, 1.3750
  right isosceles: 1.0000, 0.0000, 1.0000
  linear: 3.0000, -1.0000, -2.0000
isosceles apex angle of sign change: 117.22 degrees
model atoms, p-shell energies (hartree): [(0.3, 0.55), (0.4, 0.7), (0.35, 0.9)]
model atoms, p-shell dipoles (a.u.): [(1.2, 0.7), (1.0, 0.9), (1.5, 0.5)]
excited s level: 0.8 hartree, its dipole to p: 0.6 a.u.
model positions (bohr): [[0.0, 0.0, 0.0], [7.0, 0.0, 1.0], [2.0, 6.0, -1.0]]
model angular factor: 1.30322
model C9: 235.45429 a.u.
model E3, sum over product states: 6.30846003e-06 hartree
model E3, triangle formula:        6.30846003e-06 hartree
oscillators: alpha 10.0 bohr^3, frequency 0.5 hartree
exact non-additive energy / triangle formula (dimensionless)
  equilateral, spacing 20 bohr: 0.995750
  equilateral, spacing 40 bohr: 0.999468
  linear, spacing 20 bohr: 1.012902
  linear, spacing 40 bohr: 1.001612
Zn basis functions: 56
Zn static polarizability, response: 53.641 bohr^3
Zn static polarizability, field 0.001 a.u.: 53.646 bohr^3
Zn C6: 423.58 hartree bohr^6
Zn C9, frequency integral:   16681.1 hartree bohr^9
Zn C9, sum over transitions: 16681.1 hartree bohr^9
Zn C9, one diffuse s and p fewer: 16680.4 hartree bohr^9
three Zn atoms, neighbour spacing 15.0 bohr
  equilateral: pair sum -111.561 microhartree
    triple 0.5966 microhartree = 16.235 microeV
    triple / pair sum: -0.535 percent
  right isosceles: pair sum -79.023 microhartree
    triple 0.1534 microhartree = 4.175 microeV
    triple / pair sum: -0.194 percent
  linear: pair sum -74.955 microhartree
    triple -0.1085 microhartree = -2.952 microeV
    triple / pair sum: 0.145 percent
linear / equilateral triple energy: -0.1818
```
